# Isosteric heat from two adsorption conditions of equal coverage: test program

```python
# Result under test: two points (p1, T1), (p2, T2) of equal coverage give the
# isosteric heat q = k ln(p2/p1) / (1/T1 - 1/T2), its mean over 1/T.
# p: pressure in Pa, T: temperature in K, k: Boltzmann constant in eV/K,
# theta: occupied fraction of sites, q: heat released per molecule in eV.
# The independent check is a lattice of interacting adsorbed molecules in
# equilibrium with an ideal gas; its heat is found from energies, not pressures.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

k = sc.k / sc.e
p1, T1, p2, T2 = 1.0, 400.0, 10.0, 430.0
T_mid = 0.5 * (T1 + T2)


def two_point_heat(pa, Ta, pb, Tb):
    return k * np.log(pb / pa) / (1 / Ta - 1 / Tb)


q = two_point_heat(p1, T1, p2, T2)

# Round model parameters
theta = 0.40
mass_u = 70.0
mass = mass_u * sc.atomic_mass
repulsion = 0.020          # eV per occupied neighbour pair
rot_constant = 2.0e-5      # eV, spherical top
n_modes = 6                # vibrations of one adsorbed molecule

# All occupations of a periodic 3 x 4 lattice
rows, cols = 3, 4
sites = rows * cols
codes = np.arange(2**sites)
occ = ((codes[:, None] >> np.arange(sites)) & 1).reshape(-1, rows, cols)
number = occ.sum(axis=(1, 2))
pairs = (occ * np.roll(occ, 1, axis=1)
         + occ * np.roll(occ, 1, axis=2)).sum(axis=(1, 2))


def lattice_means(log_activity, T):
    exponent = log_activity * number - repulsion * pairs / (k * T)
    weight = np.exp(exponent - exponent.max())
    weight /= weight.sum()
    return weight @ number, weight @ pairs


def activity_at(T, cover):
    return brentq(lambda x: lattice_means(x, T)[0] / sites - cover,
                  -15, 15, xtol=1e-13)


def log_pressure(T, cover, depth, mode):
    """Log of pressure in Pa from equality of chemical potentials."""
    wavelength = sc.h / np.sqrt(2 * np.pi * mass * sc.k * T)
    rotation = np.sqrt(np.pi) * (k * T / rot_constant)**1.5
    log_gas = np.log(sc.k * T * rotation / wavelength**3)
    log_site = depth / (k * T) - n_modes * np.log(
        2 * np.sinh(mode / (2 * k * T)))
    return activity_at(T, cover) - log_site + log_gas


def depth_for(mode):
    """Well depth that puts the first point on the isostere."""
    return k * T1 * (log_pressure(T1, theta, 0.0, mode) - np.log(p1))


mode = brentq(lambda w: log_pressure(T2, theta, depth_for(w), w)
              - np.log(p2), 0.003, 0.060, xtol=1e-14)
depth = depth_for(mode)


def energy_heat(T, cover):
    """Gas enthalpy minus slope of adsorbed energy against number."""
    site_energy = -depth + n_modes * 0.5 * mode / np.tanh(mode / (2 * k * T))
    x, step = activity_at(T, cover), 1e-4
    n_hi, b_hi = lattice_means(x + step, T)
    n_lo, b_lo = lattice_means(x - step, T)
    slope = site_energy + repulsion * (b_hi - b_lo) / (n_hi - n_lo)
    return 4 * k * T - slope


# Mean heat over inverse temperature, from energies alone
nodes, weights = np.polynomial.legendre.leggauss(6)
inverse_T = 0.5 * (1 / T1 + 1 / T2) + 0.5 * (1 / T1 - 1 / T2) * nodes
q_energy = 0.5 * sum(w * energy_heat(1 / b, theta)
                     for w, b in zip(weights, inverse_T))
assert abs(q_energy - q) < 1e-6
assert abs(q - 1.14) < 0.005

# Local slope of the isostere against the energy definition
dT = 0.5
slope_heat = k * T_mid**2 * (
    log_pressure(T_mid + dT, theta, depth, mode)
    - log_pressure(T_mid - dT, theta, depth, mode)) / (2 * dT)
q_mid = energy_heat(T_mid, theta)
assert abs(slope_heat - q_mid) < 1e-5

# Straight-line interpolation against the full model
p_line = p1 * np.exp(q / k * (1 / T1 - 1 / T_mid))
p_model = np.exp(log_pressure(T_mid, theta, depth, mode))
assert abs(p_line / p_model - 1) < 0.005

# Errors in the data, each introduced alone
shift_T = two_point_heat(p1, T1, p2, T2 + 1) - q
shift_p = two_point_heat(p1, T1, 1.1 * p2, T2) - q
p_wrong = np.exp(log_pressure(T2, 1.05 * theta, depth, mode))
shift_cover = two_point_heat(p1, T1, p_wrong, T2) - q


# Impingement rate, checked by averaging over the Maxwell distribution
def flux(p, T):
    return p / np.sqrt(2 * np.pi * mass * sc.k * T)


speed_mean = quad(lambda u: u * np.exp(-u * u / 2) / np.sqrt(2 * np.pi),
                  0, np.inf)[0]
flux_average = p1 / (sc.k * T1) * np.sqrt(sc.k * T1 / mass) * speed_mean
assert abs(flux_average / flux(p1, T1) - 1) < 1e-8

# Gauge at room temperature, molecular flow: equal fluxes in both directions
T_gauge = 300.0
true1 = p1 * flux(1, T_gauge) / flux(1, T1)
true2 = p2 * flux(1, T_gauge) / flux(1, T2)
shift_gauge = two_point_heat(true1, T1, true2, T2) - q
assert abs(shift_gauge / (0.5 * k * T_mid) - 1) < 0.005

# Langmuir kinetics: relaxation time and effect of locked molecules
site_area = 0.20           # nm^2
sticking = 1.0e-3
rate_on = sticking * flux(p1, T1) * site_area * 1e-18
rate_off = rate_on * (1 - theta) / theta
relax_time = theta / rate_on


def reversible_cover(t_end, pressure_factor, locked):
    run = solve_ivp(lambda t, y: rate_on * pressure_factor
                    * (1 - locked - y) - rate_off * y,
                    (0, t_end), [0.0], method="LSODA",
                    rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[0, -1]


assert abs(reversible_cover(relax_time, 1, 0)
           - theta * (1 - np.exp(-1))) < 1e-6
locked_share = 0.05
total = locked_share * theta + reversible_cover(
    40 * relax_time, 1 - locked_share, locked_share * theta)
assert abs(total - theta) < 1e-6
shift_locked = two_point_heat(p1, T1, p2 / (1 - locked_share), T2) - q


# Low-pressure fugacity law, checked on a van der Waals gas with kT = 1
def excess_volume(p, a=3.0, b=1.0):
    v = brentq(lambda v: (p + a / v**2) * (v - b) - 1, 0.5 / p, 1.5 / p)
    return v - 1 / p


p_test, virial_test = 1e-3, 1.0 - 3.0
log_fugacity = quad(excess_volume, 0, p_test)[0]
assert abs(log_fugacity / (virial_test * p_test) - 1) < 2e-3
virial = -2.0              # nm^3 per molecule, rough size
f1 = p1 * np.exp(virial * 1e-27 * p1 / (sc.k * T1))
f2 = p2 * np.exp(virial * 1e-27 * p2 / (sc.k * T2))
shift_gas = two_point_heat(f1, T1, f2, T2) - q

print(f"First point: pressure {p1:.0f} Pa, temperature {T1:.0f} K")
print(f"Second point: pressure {p2:.0f} Pa, temperature {T2:.0f} K")
print(f"Boltzmann constant: {k:.6e} eV/K")
print(f"Log of pressure ratio: {np.log(p2 / p1):.6f} (no unit)")
print(f"Inverse first temperature: {1 / T1:.6e} 1/K")
print(f"Inverse second temperature: {1 / T2:.6e} 1/K")
print(f"Difference of inverse temperatures: {1 / T1 - 1 / T2:.5e} 1/K")
print(f"Isosteric heat, two-point formula: {q:.4f} eV")
print(f"Same heat, converted: {q * sc.e * sc.N_A / 1000:.1f} kJ/mol")
print(f"Model coverage: {theta:.2f} (no unit)")
print(f"Model molecular mass: {mass_u:.0f} u")
print(f"Model neighbour repulsion: {repulsion:.3f} eV")
print(f"Model rotational constant: {rot_constant:.1e} eV")
print(f"Fitted well depth: {depth:.4f} eV")
print(f"Fitted vibration energy: {mode:.5f} eV")
print(f"Mean heat from model energies: {q_energy:.4f} eV")
for T in (T1, T_mid, T2):
    print(f"Model heat at {T:.0f} K: {energy_heat(T, theta):.4f} eV")
print(f"Heat from isostere slope at {T_mid:.0f} K: {slope_heat:.4f} eV")
for cover in (0.2, 0.6):
    print(f"Model heat at {T_mid:.0f} K, coverage {cover:.1f}: "
          f"{energy_heat(T_mid, cover):.4f} eV")
print(f"Straight-line pressure at {T_mid:.0f} K: {p_line:.3f} Pa")
print(f"Model pressure at {T_mid:.0f} K: {p_model:.3f} Pa")
print(f"Heat shift, second temperature +1 K: {shift_T:+.4f} eV")
print(f"Heat shift, second pressure +10%: {shift_p:+.4f} eV")
print(f"Pressure at {T2:.0f} K if coverage is 5% higher: {p_wrong:.2f} Pa")
print(f"Heat shift, that coverage mismatch: {shift_cover:+.4f} eV")
print(f"Heat correction, 5% locked at second point: {shift_locked:+.4f} eV")
print(f"Gauge temperature: {T_gauge:.0f} K")
print(f"Heat correction, gauge in molecular flow: {shift_gauge:+.4f} eV")
print(f"Rough second virial coefficient: {virial:.1f} nm^3")
print(f"Heat correction, gas non-ideality: {shift_gas:+.1e} eV")
print(f"Site area: {site_area:.2f} nm^2")
print(f"Sticking probability: {sticking:.0e} (no unit)")
print(f"Relaxation time at first point: {relax_time:.3f} s")
print("PASS")
```

Output:

```
First point: pressure 1 Pa, temperature 400 K
Second point: pressure 10 Pa, temperature 430 K
Boltzmann constant: 8.617333e-05 eV/K
Log of pressure ratio: 2.302585 (no unit)
Inverse first temperature: 2.500000e-03 1/K
Inverse second temperature: 2.325581e-03 1/K
Difference of inverse temperatures: 1.74419e-04 1/K
Isosteric heat, two-point formula: 1.1376 eV
Same heat, converted: 109.8 kJ/mol
Model coverage: 0.40 (no unit)
Model molecular mass: 70 u
Model neighbour repulsion: 0.020 eV
Model rotational constant: 2.0e-05 eV
Fitted well depth: 1.2414 eV
Fitted vibration energy: 0.01384 eV
Mean heat from model energies: 1.1376 eV
Model heat at 400 K: 1.1401 eV
Model heat at 415 K: 1.1376 eV
Model heat at 430 K: 1.1350 eV
Heat from isostere slope at 415 K: 1.1376 eV
Model heat at 415 K, coverage 0.2: 1.1553 eV
Model heat at 415 K, coverage 0.6: 1.1169 eV
Straight-line pressure at 415 K: 3.297 Pa
Model pressure at 415 K: 3.301 Pa
Heat shift, second temperature +1 K: -0.0341 eV
Heat shift, second pressure +10%: +0.0471 eV
Pressure at 430 K if coverage is 5% higher: 11.40 Pa
Heat shift, that coverage mismatch: +0.0649 eV
Heat correction, 5% locked at second point: +0.0253 eV
Gauge temperature: 300 K
Heat correction, gauge in molecular flow: +0.0179 eV
Rough second virial coefficient: -2.0 nm^3
Heat correction, gas non-ideality: -1.5e-06 eV
Site area: 0.20 nm^2
Sticking probability: 1e-03 (no unit)
Relaxation time at first point: 0.127 s
PASS
```
